# Valence and core contributions to the hyperfine constant of Li 2p₃/₂: a program that tests the result

```python
# Hyperfine constant A (H = A I.J) of 7Li 1s2 2p, Dirac-Coulomb, point nucleus, point dipole.
# Claim: the own-orbital (Dirac-Fock) value for 2p3/2 is positive, the linear response of the
# 1s core to valence exchange (s channel) is negative and, when coupled, larger: A changes sign.
# psi = (P Omega_kappa, i Q Omega_-kappa)/r ; t = r x alpha / r^3 ; A = G c <jj|t_z|jj>/j (a.u.)
# G = (mu0/4pi) 2 muB gI muN/(h a0^3) ; R_ab = int (Pa Qb + Qa Pb)/r^2 dr ; rho_s = spin density.
# Work is done in atomic units; output is in SI.
import numpy as np
from math import factorial, pi, sqrt
from functools import lru_cache
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j
from pyscf import gto

pc = sc.physical_constants
a0, Eh = pc['Bohr radius'][0], pc['Hartree energy'][0]
c, Z, mu_I, spin_I = 1 / sc.alpha, 3, 3.256, 1.5
gI = mu_I / spin_I
G = sc.mu_0 / (4 * pi) * 2 * pc['Bohr magneton'][0] * gI * pc['nuclear magneton'][0] / (sc.h * a0**3) / 1e6

# ---------- angular algebra (arguments of 3j, 6j are doubled) ----------
lk = lambda k: k if k > 0 else -k - 1
tj = lambda k: 2 * abs(k) - 1
@lru_cache(None)
def w3(*a): return float(wigner_3j(*[Rational(x, 2) for x in a]))
@lru_cache(None)
def w6(*a): return float(wigner_6j(*[Rational(x, 2) for x in a]))
def redC(ka, k, kb):
    if (lk(ka) + lk(kb) + k) % 2: return 0.0
    return (-1)**((tj(ka) + 1) // 2) * sqrt((tj(ka) + 1) * (tj(kb) + 1)) * w3(tj(ka), tj(kb), 2 * k, -1, 1, 0)
red_t = lambda ka, kb: -(ka + kb) * redC(-ka, 1, kb)
WE = lambda ka, kb, m2: (-1)**((tj(ka) - m2) // 2) * w3(tj(ka), 2, tj(kb), -m2, 0, m2)
def exch_coef(kw, kv, kn, k, ka=-1):
    ph = (-1)**(k + (tj(ka) + tj(kn)) // 2 + 1)
    c1 = ph * w6(tj(kw), 2, tj(kv), tj(ka), 2 * k, tj(kn)) * redC(kw, k, kn) * redC(ka, k, kv)
    c2 = ph * (-1)**(abs(tj(ka) - tj(kn)) // 2) * w6(tj(kw), 2, tj(kv), tj(kn), 2 * k, tj(ka)) \
        * redC(kw, k, ka) * redC(kn, k, kv)
    return c1, c2

# explicit spinor harmonics on a product quadrature
xg, wg = np.polynomial.legendre.leggauss(10)
ct, phi = [u.ravel() for u in np.meshgrid(xg, np.arange(16) * 2 * pi / 16, indexing='ij')]
wa = np.repeat(wg, 16) * 2 * pi / 16
nx, ny = np.sqrt(1 - ct**2) * np.cos(phi), np.sqrt(1 - ct**2) * np.sin(phi)
@lru_cache(None)
def Y(l, m):
    if abs(m) > l: return 0j * ct
    if m < 0: return (-1)**abs(m) * np.conj(Y(l, -m))
    return sqrt((2*l+1) / (4*pi) * factorial(l-m) / factorial(l+m)) * lpmv(m, l, ct) * np.exp(1j*m*phi)
@lru_cache(None)
def Om(k, m2):
    l = lk(k); p, q = sqrt((l + m2/2 + .5) / (2*l+1)), sqrt((l - m2/2 + .5) / (2*l+1))
    u, d = (p, q) if k < 0 else (-q, p)
    return np.array([u * Y(l, (m2 - 1) // 2), d * Y(l, (m2 + 1) // 2)])
dot = lambda f, g: np.sum(wa * np.conj(f) * g)
Cq = lambda ka, ma, k, q, kb, mb: dot(Om(ka, ma), sqrt(4*pi / (2*k+1)) * Y(k, q) * Om(kb, mb))
cross_z = lambda f: np.array([(-1j*nx - ny) * f[1], (1j*nx - ny) * f[0]])   # x sigma_y - y sigma_x
sig_r = lambda f: np.array([ct*f[0] + (nx - 1j*ny)*f[1], (nx + 1j*ny)*f[0] - ct*f[1]])
t_quad = lambda ka, kb, m2: 1j * dot(Om(ka, m2), cross_z(Om(-kb, m2)))
for ka in (-1, 1, -2, 2, -3):
    assert np.allclose(sig_r(Om(ka, 1)), -Om(-ka, 1), atol=1e-12)
    j = tj(ka) / 2
    assert abs(t_quad(ka, ka, tj(ka)) - ka / (j + 1)) < 1e-12
    for kb in (-1, 1, -2, 2, -3):
        ref = WE(ka, kb, 1) * red_t(ka, kb)
        assert abs(t_quad(ka, kb, 1) - ref) < 1e-12
        assert abs(-1j * dot(Om(-ka, 1), cross_z(Om(kb, 1))) - ref) < 1e-12
        for k in range(4):
            assert abs(Cq(ka, 1, k, 0, kb, 1) - Cq(-ka, 1, k, 0, -kb, 1)) < 1e-12
assert abs(t_quad(-1, -1, 1) + t_quad(-1, -1, -1)) < 1e-12          # frozen closed core gives zero
for kn in (-1, 2):
    for k in range(4):
        assert abs(sum(Cq(-1, m, k, 0, kn, m) * t_quad(kn, -1, m) for m in (1, -1))) < 1e-12  # direct term
        for kw, kv in ((-2, -2), (1, 1), (-1, -1), (2, -1)):
            mv = tj(kv); s1 = s2 = 0
            for m in (1, -1):
                q = (mv - m) // 2
                s1 += (-1)**q * Cq(kw, mv, k, q, kn, m) * t_quad(kn, -1, m) * Cq(-1, m, k, -q, kv, mv)
                s2 += (-1)**q * Cq(kw, mv, k, q, -1, m) * t_quad(-1, kn, m) * Cq(kn, m, k, -q, kv, mv)
            c1, c2 = exch_coef(kw, kv, kn, k)
            f = WE(kw, kv, mv) * red_t(kn, -1)
            assert abs(s1 - c1 * f) < 1e-12 and abs(s2 - c2 * f) < 1e-12

# ---------- radial Dirac-Fock, kinetically balanced exponential basis ----------
x = np.linspace(np.log(1e-10), np.log(130.), 2400); h = x[1] - x[0]; r = np.exp(x); w = h * r
zeta = 0.25 * 1.4**np.arange(30); nb = len(zeta)
def vk(k, rho):
    gi, go = rho * r**(k + 1), rho * r**(-k)
    inn = h * (np.cumsum(gi, -1) - gi / 2) - h * h / 12 * np.gradient(gi, h, axis=-1)
    out = h * (np.cumsum(go[..., ::-1], -1)[..., ::-1] - go / 2) + h * h / 12 * np.gradient(go, h, axis=-1)
    return inn / r**(k + 1) + out * r**k
def ortho(f):
    nrm = np.sqrt((f * f) @ w)
    U, s, _ = np.linalg.svd(f / nrm[:, None] * np.sqrt(w), full_matrices=False)
    return (U.T / s[:, None]) / nrm
@lru_cache(None)
def basis(ka):
    p = r**(lk(ka) + 1) * np.exp(-np.outer(zeta, r))
    d = ((lk(ka) + 1 + ka) / r - zeta[:, None]) * p
    X = ortho(p); L, DL, S = X @ p, X @ d, ortho(d) @ d
    BP, BQ = np.vstack([L, 0 * S]), np.vstack([0 * L, S])
    D = (S * w) @ DL.T
    H = np.block([[0 * D, c * D.T], [c * D, -2 * c * c * np.eye(nb)]])
    return BP, BQ, H
def solve(ka, core=None):
    BP, BQ, H = basis(ka); V = -Z / r; F = H.copy()
    if core is not None:
        V = V + 2 * vk(0, core[0]**2 + core[1]**2)
        ov = BP * core[0] + BQ * core[1]; k = lk(ka)
        F -= redC(ka, k, -1)**2 / (tj(ka) + 1) * (ov * w) @ vk(k, ov).T
    F += (BP * V * w) @ BP.T + (BQ * V * w) @ BQ.T
    e, C = eigh((F + F.T) / 2)
    assert np.sum(e > -c * c) == nb
    return e, C.T @ BP, C.T @ BQ
Rint = lambda P1, Q1, P2, Q2: (P1 * Q2 + Q1 * P2) @ (w / r**2)
for ka in (-1, -2):                                   # nodeless hydrogenic states, closed forms
    e, P, Q = solve(ka); gam = sqrt(ka * ka - (Z / c)**2); n = abs(ka)
    assert abs(e[nb] / (c * c * (gam / n - 1)) - 1) < 1e-6
    exact = -(Z / c / n) * (2 * Z / n)**2 / (2 * gam * (2 * gam - 1))
    assert abs(Rint(P[nb], Q[nb], P[nb], Q[nb]) / exact - 1) < 1e-4
e, P, Q = solve(-1)
for it in range(45):
    old = e[nb]; e, P, Q = solve(-1, (P[nb], Q[nb]))
assert abs(e[nb] - old) < 1e-8
aP, aQ, ea = P[nb], Q[nb], e[nb]
states = {}
for kn in (-1, 2):
    e, P, Q = solve(kn, (aP, aQ)); keep = np.abs(e - ea) > 1e-5
    states[kn] = (e[keep], P[keep], Q[keep])
assert len(states[-1][0]) == 2 * nb - 1
def dV(kw, wP, wQ, kv, vP, vQ, kn, dP, dQ):
    tot = 0.
    for k in range(4):
        c1, c2 = exch_coef(kw, kv, kn, k)
        if c1: tot = tot - c1 * ((wP * dP + wQ * dQ) @ (w * vk(k, aP * vP + aQ * vQ)))
        if c2: tot = tot - c2 * ((wP * aP + wQ * aQ) @ (w * vk(k, dP * vP + dQ * vQ)))
    return tot
def response(iters, positive_only=False):
    bare = {k: red_t(k, -1) * Rint(s[1], s[2], aP, aQ) for k, s in states.items()}
    T = dict(bare)
    for it in range(iters + 1):
        d = {}
        for k, (en, nP, nQ) in states.items():
            co = T[k] / (ea - en) * ((en > -c * c) if positive_only else 1)
            d[k] = (co @ nP, co @ nQ)
        T = {k: bare[k] + sum(dV(k, s[1], s[2], -1, aP, aQ, kn, *d[kn]) for kn in d) for k, s in states.items()}
    return d
unc, cpl, cpl2, pos = response(0), response(40), response(50), response(0, True)
res = {}
for kv in (-2, 1):
    e, P, Q = solve(kv, (aP, aQ)); vP, vQ = P[nb], Q[nb]
    toA = G * c * WE(kv, kv, tj(kv)) / (tj(kv) / 2)
    A = lambda d, kn: toA * dV(kv, vP, vQ, kv, vP, vQ, kn, *d[kn])
    Rv = Rint(vP, vQ, vP, vQ)
    res[kv] = dict(e=e[nb], R=Rv, own=toA * red_t(kv, kv) * Rv, us=A(unc, -1), ud=A(unc, 2),
                   cs=A(cpl, -1), cd=A(cpl, 2), ps=A(pos, -1), P=vP, Q=vQ)
    assert abs(A(cpl2, -1) - res[kv]['cs']) < 1e-6
p3, p1 = res[-2], res[1]
# exchange-driven change of the parallel-spin 1s orbital
en, nP, nQ = states[-1]
R1 = (nP * p3['P'] + nQ * p3['Q']) @ (w * vk(1, p3['P'] * aP + p3['Q'] * aQ))
co = R1 / (3 * (en - ea)); xP, xQ = co @ nP, co @ nQ
sum_s = np.sum(R1 * Rint(nP, nQ, aP, aQ) / (en - ea))
assert abs(-8 / 27 * G * c * sum_s / p3['us'] - 1) < 1e-6
shift = 2 * (aP * xP + aQ * xQ) @ (w * r); i0 = np.searchsorted(r, 1e-2)
node = r[i0 + np.argmax((aP * xP)[i0:] > 0)]
assert shift > 0 and (aP * xP)[i0] < 0
to_rho = 9 / (8 * pi * G)
rho1s = -c / (2 * pi) * Rint(aP, aQ, aP, aQ)

# ---------- independent nonrelativistic Gaussian finite-field calculation ----------
ns, npf = 27, 15
bas = [[0, [0.05 * 2.2**i, 1.]] for i in range(ns)] + [[1, [0.006 * 2.2**i, 1.]] for i in range(npf)]
mol = gto.M(atom='Li 0 0 0', basis={'Li': bas}, charge=1, spin=0, verbose=0)
ex = np.array([mol.bas_exp(i)[0] for i in range(mol.nbas)])
sel = np.r_[np.arange(ns), ns + 3 * np.arange(npf) + 2]; n = len(sel)
S = mol.intor('int1e_ovlp')[np.ix_(sel, sel)]
hc = (mol.intor('int1e_kin') + mol.intor('int1e_nuc'))[np.ix_(sel, sel)]
hi, lo = np.maximum.outer(sel, sel), np.minimum.outer(sel, sel); pair = (hi * (hi + 1) // 2 + lo).ravel()
EJ = mol.intor('int2e', aosym='s4')[np.ix_(pair, pair)]
EK = np.ascontiguousarray(EJ.reshape(n, n, n, n).transpose(0, 2, 1, 3)).reshape(n * n, n * n)
J = lambda D: (EJ @ D.ravel()).reshape(n, n)
K = lambda D: (EK @ D.ravel()).reshape(n, n)
sb, pb = slice(0, ns), slice(ns, n)
def lowest(F, b):
    ev, U = eigh(F[b, b], S[b, b]); D = np.zeros((n, n)); D[b, b] = np.outer(U[:, 0], U[:, 0])
    return ev[0], D
ao0 = np.r_[(2 * ex[:ns] / pi)**0.75, np.zeros(npf)]
dens0 = lambda D: ao0 @ D @ ao0
D0 = lowest(hc, sb)[1]
for it in range(45):
    F0 = hc + 2 * J(D0) - K(D0); e1s, D0 = lowest(F0, sb)
e2p, Dv = lowest(F0, pb); Jv, Kv = J(Dv), K(Dv)
sm = np.add.outer(ex[ns:], ex[ns:])
r3 = np.sum(Dv[pb, pb] * S[pb, pb] * 4 * sm**1.5 / (3 * sqrt(pi)))
def spin0(lam, iters):
    Da = Db = D0
    for it in range(iters):
        B = hc + J(Da + Db) + lam * Jv
        Da, Db = lowest(B - K(Da) - lam * Kv, sb)[1], lowest(B - K(Db), sb)[1]
    return dens0(Da - Db)
rho_u = (spin0(.1, 1) - spin0(-.1, 1)) / .2
rho_c = (spin0(.1, 40) - spin0(-.1, 40)) / .2
Da, Db, Dp = D0, D0, Dv
for it in range(50):
    B = hc + J(Da + Db + Dp); Fa = B - K(Da + Dp)
    Da, Dp, Db = lowest(Fa, sb)[1], lowest(Fa, pb)[1], lowest(B - K(Db), sb)[1]
rho_uhf = dens0(Da - Db)
rho_crit = -3 / (5 * pi) * r3
# tolerance 1e-2: relativistic terms, a few (Z alpha)^2 ~ 2e-3, plus Gaussian cusp error ~ 1e-3
near = lambda a, b: abs(a / b - 1) < 1e-2
assert abs(e1s - ea) < 2e-3 and abs(e2p - p3['e']) < 2e-4 and near(dens0(D0), rho1s)
assert near(p3['own'], 8 / 15 * G * r3) and near(p1['own'], 8 / 3 * G * r3)
assert near(p3['us'] * to_rho, rho_u) and near(p3['cs'] * to_rho, rho_c)
assert near(-p1['us'] * to_rho, rho_u) and near(-p1['cs'] * to_rho, rho_c)
assert near(p1['ud'], -10 * p3['ud']) and near(p1['cd'], -10 * p3['cd'])
neg = 1 - p3['ps'] / p3['us']
assert abs(neg) < 2e-3
assert p3['own'] > 0 > p3['us'] > p3['cs'] and abs(p3['cd']) < 0.1 * abs(p3['cs'])
assert p3['own'] + p3['cs'] < 0 and p3['own'] + p3['cs'] + p3['cd'] < 0
assert rho_c < rho_crit and rho_uhf < rho_crit and 0 < p1['cs'] < p1['own']

print(f"input: Z = {Z}, mu_I = {mu_I} muN, I = {spin_I}, g_I = {gI:.4f}")
print(f"G = {G:.3f} MHz")
print(f"(Z alpha)^2 = {(Z / c)**2:.3e}")
print(f"DF energy 1s = {ea * Eh:.5e} J ; Gaussian HF = {e1s * Eh:.5e} J")
print(f"Gaussian HF energy 2p = {e2p * Eh:.5e} J")
print(f"Gaussian HF <r^-3> 2p = {r3 / a0**3:.4e} m^-3")
print(f"(8/15) G a0^3 <r^-3> = {8 / 15 * G * r3:.3f} MHz (orbital {2 / 3 * G * r3:.3f}, dipolar {-2 / 15 * G * r3:.3f})")
print(f"(8/3) G a0^3 <r^-3> = {8 / 3 * G * r3:.3f} MHz")
for name, d in (("2p3/2", p3), ("2p1/2", p1)):
    print(f"{name} DF energy = {d['e'] * Eh:.5e} J")
    print(f"{name} R_vv = {d['R'] / a0**2:.4e} m^-2")
    print(f"{name} A own orbital = {d['own']:.3f} MHz")
    print(f"{name} uncoupled: s = {d['us']:.3f} MHz, d = {d['ud']:.3f} MHz")
    print(f"{name} A total uncoupled = {d['own'] + d['us'] + d['ud']:.3f} MHz")
    print(f"{name} coupled: s = {d['cs']:.3f} MHz, d = {d['cd']:.3f} MHz")
    print(f"{name} A total coupled = {d['own'] + d['cs'] + d['cd']:.3f} MHz")
    print(f"{name} s/own: uncoupled {d['us'] / d['own']:.3f}, coupled {d['cs'] / d['own']:.3f}")
print(f"sum_n R1 R_na/(e_n - e_a) = {sum_s / a0**2:.4e} m^-2")
print(f"coupled/uncoupled, s channel = {p3['cs'] / p3['us']:.3f}")
print(f"j ratio (1/2)/(3/2), coupled: s {p1['cs'] / p3['cs']:.4f}, d {p1['cd'] / p3['cd']:.3f}")
print(f"negative-energy share of uncoupled s term = {neg:.1e}")
print(f"mean radius 1s = {(aP**2 + aQ**2) @ (w * r) * a0:.4e} m")
print(f"mean radius 2p3/2 = {(p3['P']**2 + p3['Q']**2) @ (w * r) * a0:.4e} m")
print(f"outward shift of parallel-spin 1s mean radius = {shift * a0:.3e} m")
print(f"node of delta P = {node * a0:.2e} m")
print(f"one-electron 1s density at nucleus = {rho1s / a0**3:.4e} m^-3")
print(f"rho_s(0) threshold = {rho_crit / a0**3:.4e} m^-3 = {100 * rho_crit / rho1s:.3f} % of it")
print(f"rho_s(0) uncoupled: Dirac {p3['us'] * to_rho / a0**3:.4e}, finite field {rho_u / a0**3:.4e} m^-3")
print(f"rho_s(0) coupled: Dirac {p3['cs'] * to_rho / a0**3:.4e}, finite field {rho_c / a0**3:.4e} m^-3")
print(f"coupled rho_s(0) / 1s density = {100 * p3['cs'] * to_rho / rho1s:.3f} %")
print(f"rho_s(0) UHF atom (s,p basis) = {rho_uhf / a0**3:.4e} m^-3")
print(f"contact term 2p3/2 from UHF = {rho_uhf / to_rho:.3f} MHz")
print("finished without a failed check")
```

It prints:

```
input: Z = 3, mu_I = 3.256 muN, I = 1.5, g_I = 2.1707
G = 207.105 MHz
(Z alpha)^2 = 4.793e-04
DF energy 1s = -1.21752e-17 J ; Gaussian HF = -1.21740e-17 J
Gaussian HF energy 2p = -5.60823e-19 J
Gaussian HF <r^-3> 2p = 3.9448e+29 m^-3
(8/15) G a0^3 <r^-3> = 6.457 MHz (orbital 8.071, dipolar -1.614)
(8/3) G a0^3 <r^-3> = 32.284 MHz
2p3/2 DF energy = -5.60820e-19 J
2p3/2 R_vv = -1.5232e+17 m^-2
2p3/2 A own orbital = 6.456 MHz
2p3/2 uncoupled: s = -6.291 MHz, d = -0.091 MHz
2p3/2 A total uncoupled = 0.074 MHz
2p3/2 coupled: s = -10.458 MHz, d = -0.115 MHz
2p3/2 A total coupled = -4.117 MHz
2p3/2 s/own: uncoupled -0.974, coupled -1.620
2p1/2 DF energy = -5.60831e-19 J
2p1/2 R_vv = 3.0473e+17 m^-2
2p1/2 A own orbital = 32.291 MHz
2p1/2 uncoupled: s = 6.292 MHz, d = 0.913 MHz
2p1/2 A total uncoupled = 39.495 MHz
2p1/2 coupled: s = 10.459 MHz, d = 1.154 MHz
2p1/2 A total coupled = 43.904 MHz
2p1/2 s/own: uncoupled 0.195, coupled 0.324
sum_n R1 R_na/(e_n - e_a) = 2.6716e+17 m^-2
coupled/uncoupled, s channel = 1.662
j ratio (1/2)/(3/2), coupled: s -1.0001, d -10.001
negative-energy share of uncoupled s term = 7.7e-06
mean radius 1s = 3.0284e-11 m
mean radius 2p3/2 = 2.5387e-10 m
outward shift of parallel-spin 1s mean radius = 5.221e-14 m
node of delta P = 4.03e-11 m
one-electron 1s density at nucleus = 4.6164e+31 m^-3
rho_s(0) threshold = -7.5339e+28 m^-3 = -0.163 % of it
rho_s(0) uncoupled: Dirac -7.3407e+28, finite field -7.3349e+28 m^-3
rho_s(0) coupled: Dirac -1.2203e+29, finite field -1.2193e+29 m^-3
coupled rho_s(0) / 1s density = -0.264 %
rho_s(0) UHF atom (s,p basis) = -1.2442e+29 m^-3
contact term 2p3/2 from UHF = -10.663 MHz
finished without a failed check
```
